# Why local fields shift and suppress the titanium M2,3 loss peak

**Q.** I have two calculated loss spectra of a titanate near the Ti M2,3 edge. The one without local fields has a tall, sharp peak. With local fields the peak is much higher in energy and far weaker. What was left out of the first calculation?

**A.** Let us first fix what each calculation computes. At wavevector $\mathbf q$ the loss function is

$$L(\omega)=-\operatorname{Im}\epsilon^{-1}_{00}(\mathbf q,\omega),\qquad \epsilon^{-1}_{\mathbf{GG}'}=\delta_{\mathbf{GG}'}+v(\mathbf q+\mathbf G)\,\chi_{\mathbf{GG}'} .$$

I use Hartree atomic units, so $v(\mathbf k)=4\pi/k^2$. The $\mathbf G$ are reciprocal lattice vectors. The electrons respond to the external field plus the Hartree field of the induced density, so $\chi=\chi^0+\chi^0v\chi$, where $\chi^0$ is the independent-particle response.

With local fields, the whole matrix is used. Without them, only the element $\mathbf G=\mathbf G'=0$ is kept, and $L=-\operatorname{Im}[1/(1-v(\mathbf q)\chi^0_{00})]$. The induced density then acts back only through its component at the wavevector $\mathbf q$ itself, and its field inside the atom is smoothed over the cell. For a compact 3p→3d excitation, that smoothing matters.

**Q.** Can you show this without a large matrix calculation?

**A.** Yes, if each cell has one filled p shell and one empty, degenerate d shell. I leave out crystal field, hybridization, spin-orbit coupling and screening by valence electrons. The sites form a simple cubic lattice and their orbitals do not overlap.

There are $3\times5$ products of a p and a d orbital. Write $u(r)=R_p(r)R_d(r)$ and let $x$ be the cosine of the angle between $\hat{\mathbf r}$ and $\hat{\mathbf r}'$. The addition theorem, used once for each shell, gives

$$\sum_{\text{pairs}}\rho_{pd}(\mathbf r)\rho_{pd}(\mathbf r')=u(r)u(r')\,\frac{3}{4\pi}\,\frac{5}{4\pi}\,P_1(x)P_2(x).$$

Since $P_1P_2=\tfrac25P_1+\tfrac35P_3$, the pairs contain a dipole part and an octupole part. The dipole part is $\tfrac{3}{8\pi^2}u(r)u(r')\,\hat{\mathbf r}\cdot\hat{\mathbf r}'$, which is a sum over three densities

$$\rho_i(\mathbf r)=\sqrt{\tfrac{3}{8\pi^2}}\;u(r)\,\hat r_i,\qquad i=x,y,z .$$

I keep these three. On one site the octupole densities do not couple to them; the coupling between dipoles and octupoles on different sites is neglected.

Take $\mathbf q$ along the cube axis $z$. Reflection symmetry separates $\rho_z$ from the other two, so write $\rho=\rho_z$. With bare excitation energy $\omega_0$ and a factor 2 for spin,

$$\chi^0_{\mathbf{GG}'}=\frac{\Pi}{\Omega}\,\rho(\mathbf q+\mathbf G)\rho^*(\mathbf q+\mathbf G'),$$

$$\Pi(\omega)=2\left[\frac1{\omega-\omega_0}-\frac1{\omega+\omega_0}\right]=\frac{4\omega_0}{\omega^2-\omega_0^2}.$$

Here $\Omega$ is the cell volume, and $\omega$ has a small positive imaginary part.

**Q.** And the matrix equation can now be solved by hand?

**A.** It can, because $\chi^0$ is a product of a function of $\mathbf G$ and a function of $\mathbf G'$. Try $\chi_{\mathbf{GG}'}=(X/\Omega)\rho(\mathbf q+\mathbf G)\rho^*(\mathbf q+\mathbf G')$. In $\chi^0v\chi$ the inner sum is

$$K=\frac1\Omega\sum_{\mathbf G}v(\mathbf q+\mathbf G)\,|\rho(\mathbf q+\mathbf G)|^2 .$$

The equation becomes $X=\Pi+\Pi KX$, so $X=\Pi/(1-K\Pi)$. Let $K_0=v(\mathbf q)|\rho(\mathbf q)|^2/\Omega$ be the $\mathbf G=0$ term of $K$. Then

$$\epsilon^{-1}_{00}=1+\frac{K_0\Pi}{1-K\Pi}\quad\text{(with local fields)}.$$

Without them $\epsilon_{00}=1-K_0\Pi$, and

$$\frac1{\epsilon_{00}}=1+\frac{K_0\Pi}{1-K_0\Pi}\quad\text{(without)}.$$

The probe couples with the same strength $K_0$ in both. The difference is in the denominator, where the excitation acts on itself. Setting $K\Pi=1$ gives the line positions:

$$\omega_{\rm LF}^2=\omega_0^2+4\omega_0K,\qquad \omega_{\rm NLF}^2=\omega_0^2+4\omega_0K_0 .$$

Every omitted term in $K$ is non-negative, so in this model local fields cannot lower the line. Inverting a truncated dielectric matrix numerically, with the same truncation in $K$, confirms the formula for $\epsilon^{-1}_{00}$.

**Q.** What is $K-K_0$ physically? A sum over $\mathbf G$ does not tell me much.

**A.** In real space, $K$ is the Coulomb interaction of one transition density with the whole lattice of its copies. Separate the copy on the same site from the rest.

The on-site part is $J=\iint\rho(\mathbf r)\rho(\mathbf r')/|\mathbf r-\mathbf r'|$. The dipole term of the Coulomb interaction is $(r_</r_>^2)\,\hat{\mathbf r}\cdot\hat{\mathbf r}'$, with $r_<$ and $r_>$ the smaller and larger radius. Each angular integration gives $4\pi/3$, so the prefactor is $\tfrac{3}{8\pi^2}(4\pi/3)^2=\tfrac23$:

$$J=\tfrac23G^1,\qquad G^1=\iint r^2r'^2u(r)u(r')\frac{r_<}{r_>^2}\,dr\,dr' .$$

The transition dipole $d=\int z\rho\,d^3r$ has the same prefactor when squared: $d^2=\tfrac23I^2$, with $I=\int r^3u\,dr$.

For the other sites, let $\mathbf q\to0$. The lattice has polarization $\mathbf P=\mathbf d/\Omega$ along $\mathbf q$, and its macroscopic field is $-4\pi\mathbf P$. The energy $-\mathbf d\cdot\mathbf E$ in that field is

$$K_0=\frac{4\pi d^2}{\Omega}.$$

The field from the other sites is not quite the macroscopic one. Draw a large sphere around the chosen site. Cubic symmetry makes the fields of the other dipoles inside it cancel at the centre. The material outside contributes the macroscopic field minus that of a uniformly polarized sphere, which is $-4\pi\mathbf P/3$. The result is $-4\pi\mathbf P+4\pi\mathbf P/3$. The field at the centre suffices because the densities do not overlap: a pure dipole density responds only to the $l=1$ part of a potential produced outside it. Thus

$$K=J+\frac{4\pi d^2}{\Omega}-\frac{4\pi d^2}{3\Omega},\qquad K-K_0=J-\frac{4\pi d^2}{3\Omega}.$$

**Q.** Where is the depolarization field?

**A.** It is the field behind $J$. Displace charge in a small region, and the separated charges produce a field opposing the displacement. A uniformly polarized sphere of radius $a$ and dipole $\mathbf d$ has internal field $-\tfrac{4\pi}{3}\,\mathbf d/(\tfrac{4\pi}{3}a^3)=-\mathbf d/a^3$, hence self-interaction $d^2/a^3$. I therefore define the depolarization radius of the real transition density by $J=d^2/a^3$. If $R$ is the radius of a sphere with the cell volume, $\Omega=4\pi R^3/3$, then

$$K_0=\frac{3d^2}{R^3},\qquad K-K_0=d^2\left(\frac1{a^3}-\frac1{R^3}\right).$$

The calculation without local fields knows the size of the cell but not the size of the excitation. Its error is governed by

$$\frac{K-K_0}{K_0}=\frac13\left(\frac{R^3}{a^3}-1\right).$$

For a density much smaller than the cell this ratio is large. As $a$ approaches $R$ the two contributions cancel, although the assumption of separate sites then also becomes doubtful.

**Q.** How compact is the titanium transition?

**A.** I take the 3p and 3d orbitals of a free Ti$^{4+}$ ion from a nonrelativistic, exchange-only local-density calculation. The ions sit on a simple cubic lattice with the rounded SrTiO$_3$ constant of 3.9 Å. This tests the mechanism; it does not predict the measured edge.

The orbital gap is $\omega_0=1.3406$ hartree, or 36.5 eV. The radial integrals are $I=1.0437$ bohr and $G^1=0.4992$ hartree, so

$$d^2=\tfrac23(1.0437)^2=0.726\ \text{bohr}^2,\qquad J=\tfrac23(0.4992)=0.3328\ \text{hartree}.$$

Two-electron integrals over all 15 orbital pairs give the same $J$, which tests the angular reduction. The radii are

$$a=(0.726/0.3328)^{1/3}=1.30\ \text{bohr},\qquad R=4.57\ \text{bohr}.$$

The cell sphere has about 44 times the volume of the depolarization sphere. In hartree, $K_0=0.0228$ and the Lorentz term $d^2/R^3$ is $0.0076$. Therefore

$$K-K_0=0.3328-0.0076=0.3252 .$$

The direct sum over $\mathbf G\ne0$ gives the same value. The omitted coupling is 14 times the retained one. The squared line energies, in hartree squared, are

$$\omega_{\rm NLF}^2=1.797+4(1.3406)(0.0228)=1.919,$$

$$\omega_{\rm LF}^2=1.797+4(1.3406)(0.3480)=3.663 .$$

The square roots correspond to 37.7 eV and 52.1 eV. Local fields move the line up by about 14 eV.

**Q.** How do I know that compactness is responsible, and not just a strong dipole?

**A.** Keep the dipole and stretch the density: $\rho_\lambda(\mathbf r)=\lambda^{-4}\rho(\mathbf r/\lambda)$. In $\int z\rho_\lambda\,d^3r$ the volume and $z$ supply $\lambda^4$, so $d$ is unchanged. In $J$ the two densities supply $\lambda^{-8}$, the volumes $\lambda^6$ and the Coulomb interaction $\lambda^{-1}$, so $J$ falls as $\lambda^{-3}$. For $\lambda=2$,

$$K-K_0=\frac{0.3328}{8}-0.0076=0.0340\ \text{hartree}.$$

The reciprocal-lattice sum gives 0.0341. Doubling the size at fixed dipole removes about nine tenths of the local-field coupling.

**Q.** Would measuring at larger momentum transfer avoid the effect?

**A.** Not in this dipole channel. The on-site term $J$ does not depend on $\mathbf q$; only the interaction between sites does. At the zone boundary along the cube axis, $K=0.3504$ hartree, compared with 0.3480 for $q\to0$, a change of 0.7%. A separate real-space dipole sum reproduces the boundary value. The probe coupling $K_0$ falls from 0.0228 to 0.0213 hartree. Octupole transitions can also be excited at finite $q$, and I have not included their loss.

**Q.** That explains the shift. Do local fields also destroy the intensity?

**A.** They do not destroy oscillator strength. At high frequency $\Pi\to C/\omega^2$, with $C=4\omega_0$ for a single line. The denominator $1-K\Pi$ then tends to 1, so

$$\epsilon^{-1}_{00}-1\to\frac{K_0C}{\omega^2},$$

whatever the value of $K$. The Kramers–Kronig relation at high frequency gives

$$\epsilon^{-1}_{00}-1=-\frac2\pi\int_0^\infty\frac{\omega'L(\omega')}{\omega'^2-\omega^2}\,d\omega'\to\frac{2}{\pi\omega^2}\int_0^\infty\omega'L(\omega')\,d\omega' .$$

Comparing the two,

$$\int_0^\infty\omega L(\omega)\,d\omega=\frac\pi2K_0C .$$

This first moment is the same with and without local fields. The plain area is not. For one sharp line at $\omega_K$, the moment is $\omega_K$ times the area, so the area is $2\pi\omega_0K_0/\omega_K$. The shift reduces it by the factor $37.7/52.1=0.72$. Numerical integration with a small damping gives 0.725.

**Q.** A loss of 28% is much less than what I see. What else happens?

**A.** The model offers two further effects: screening at a fixed energy, and decay of the shifted line. How much each contributes in a real titanate is not determined here. For the first, multiply numerator and denominator by $1-K\Pi^*$. As $K$ is real,

$$L=-K_0\operatorname{Im}\frac{\Pi}{1-K\Pi}=-K_0\frac{\operatorname{Im}\Pi}{|1-K\Pi|^2}.$$

For a weakly damped line the bare loss $-K_0\operatorname{Im}\Pi$ is reduced wherever $|1-K\Pi|>1$. That holds for $\Pi<0$, below $\omega_0$, and for $K\Pi>2$, which means $\omega_0^2<\omega^2<\omega_0^2+2\omega_0K$. With the numbers above, the loss is reduced up to about 45 eV and enhanced beyond.

The old peak lies inside the reduced region. It sits near $K_0\Pi=1$, where $K\Pi\approx K/K_0\approx15$. What was a resonance is now strongly screened.

The second effect needs final states into which the line can decay. Suppose other transitions have the same spatial shape $\rho$ but form a continuum, with constant strength $s$ per unit energy between $E_1$ and $E_2$. Their response is

$$\Pi_c=\int_{E_1}^{E_2}\frac{4sx\,dx}{\omega^2-x^2}=2s\ln\frac{\omega^2-E_1^2}{\omega^2-E_2^2}.$$

Inside the continuum $\operatorname{Im}\Pi_c=-2\pi s$. The pole condition is now $1-K\Pi_c=4\omega_0K/(\omega^2-\omega_0^2)$, or

$$\omega^2=\omega_0^2+\frac{4\omega_0K}{1-K\Pi_c(\omega)} .$$

Write $\omega=\omega_r-i\Gamma/2$, where $\Gamma$ is the full width at half maximum. For a narrow line $\omega^2\approx\omega_r^2-i\omega_r\Gamma$, so $\Gamma=-\operatorname{Im}\omega^2/\omega_r$. If $|K\Pi_c|\ll1$, then $1/(1-K\Pi_c)\approx1+K\Pi_c$ and

$$\Gamma\approx\frac{8\pi\omega_0K^2s}{\omega_r}.$$

The depolarization coupling thus moves the line into the continuum and also couples it to the continuum states. The factor $K^2$ relies on the continuum having the same shape $\rho$. For another shape it is replaced, to leading order, by the squared Coulomb coupling between the two transition densities, which can be much smaller: in the free ion it is about 4% of $J^2$ for 3p→4d and 0.4% for 3p→4s (values not listed in the output). A line that stays below $E_1$ does not acquire this width.

**Q.** Is that enough for a strong suppression?

**A.** It is for the following chosen continuum, which is not a calculated titanate band structure. It runs from $1.15\,\omega_0$ (42 eV) to $3\,\omega_0$, with integrated weight $s(E_2-E_1)=0.30$. The damping is $\eta=0.01\,\omega_0$, entering as $\omega\to\omega+i\eta$.

- Without local fields the peak is at 37.7 eV, below the threshold. Its height is 3.17 and its width 0.73 eV, equal to $2\eta$.
- With local fields the peak is at 49.7 eV, inside the continuum. Its height is 0.219 and its width 6.8 eV.

The height falls to 7% of its former value. At the old peak energy, the loss falls to about 0.05% of what it was. Both ratios depend on the chosen damping. It alone limits the first peak, whose height varies as $1/\eta$, so the height ratio grows roughly as $\eta$. Below the threshold the screened loss is itself proportional to $\eta$, so the ratio at the old peak varies as $\eta^2$. The maximum is lower than the isolated line at 52.1 eV because $\operatorname{Re}\Pi_c$ is negative there, which increases the real part of $1-K\Pi_c$ and reduces the upward push.

The strength is still present. Both numerical first moments are 0.31141 hartree squared. For this continuum $C=4\omega_0+2(0.30)(E_1+E_2)$, and the high-frequency result is 0.31155. The small difference comes from stopping the integral at $W=30\,\omega_0$. Beyond it $\omega L\approx2K_0C\eta/\omega^2$, so the missing part is $2K_0C\eta/W$, or 0.04% of the total.

At weight 0.30 the condition $|K\Pi_c|\ll1$ is not met, since $K|\operatorname{Im}\Pi_c|=2\pi Ks\approx0.26$, so the expanded width formula is only a rough guide to the 6.8 eV. The narrow-line width formula was tested separately, with continuum weight 0.02 and much smaller damping. Before expansion in $K\Pi_c$, and with the damping added, it gives 0.465 eV; the measured width is 0.469 eV.

**Q.** What could change the 14 eV shift in a better calculation?

**A.** Three things deserve attention.

First, exchange opposes the depolarization field. In the adiabatic exchange-only local-density approximation, the kernel gains $f_x=-\tfrac13(3/\pi)^{1/3}n^{-2/3}$, where $n$ is the ground-state density. Its matrix element $\int\rho^2f_x\,d^3r$ is $-0.052$ hartree. Adding it to $K$ moves the line from 52.1 to 50.1 eV. Correlation and a nonlocal electron–hole attraction are not included.

Second, 3p→3d is not an isolated transition. For the free ion, the two-level Hartree estimate is 51.5 eV, already close to the crystal value, so most of the shift is intra-atomic. Including all transitions in the orbital basis, the mode with the largest 3p→3d dipole weight lies at 49.9 eV. This mode is one of three degenerate ones, and a numerical eigenvector may point in any direction among them. The printed weight, 0.52, and oscillator strength, 2.4, are the $z$ contributions of one such vector. They are therefore only lower bounds for the whole line. Summed over the three degenerate modes (sums not listed in the output), the weight is about 0.92 and the oscillator strength about 4.3, slightly above the bare value of 3.9. The line remains mainly 3p→3d and does not lose strength.

Third, the solid has the effects I omitted at the start. Valence electrons screen the interaction, hybridization changes the size of the transition density, and crystal-field and spin-orbit splittings distribute the strength over several lines. The orbital size alone matters at the level of a few eV: with the 3p and 3d orbitals of the neutral Ti atom, the same formulas give $J\approx0.26$ hartree and a shift of about 11 eV instead of 14 eV (values not listed in the output). A quantitative spectrum needs all these effects together with the full local-field matrix. The values used here are collected in the numerical output below.

## Calculated quantities

```
Lattice constant (rounded input): 3.9 angstrom
Lattice constant: 7.36993 bohr
Cell volume Omega: 400.304 bohr^3
Cell-sphere radius R: 4.57194 bohr
Bare 3p-3d gap omega0: 1.34057 hartree
Bare 3p-3d gap omega0: 36.48 eV
Radial dipole integral I: 1.04369 bohr
Squared transition dipole d^2: 0.72619 bohr^2
Slater integral G1: 0.49920 hartree
Self-interaction J: 0.33280 hartree
J from explicit pair integrals: 0.33280 hartree
Octupole pair eigenvalue: 0.05631 hartree
Depolarization radius a: 1.29705 bohr
Macroscopic coupling K0: 0.02280 hartree
Lorentz term d^2/R^3: 0.00760 hartree
Local-field coupling K-K0, formula: 0.32520 hartree
Local-field coupling K-K0, G sum: 0.32520 hartree
Ratio (K-K0)/K0: 14.27
K-K0 for density stretched twice, formula: 0.03400 hartree
K-K0 for density stretched twice, G sum: 0.03408 hartree
Total K at q to 0: 0.34800 hartree
Total K at q=pi/lattice, G sum: 0.35037 hartree
Total K at q=pi/lattice, real space: 0.35037 hartree
K0 at q=pi/lattice: 0.02127 hartree
Line without local fields: 37.70 eV
Line with local fields: 52.08 eV
Single-line area ratio, with/without: 0.7251
Exchange-kernel coupling: -0.05220 hartree
Line with local fields and exchange: 50.05 eV
Free ion, two-level Hartree line: 51.50 eV
Free ion, all-transition Hartree line: 49.90 eV
3p-3d dipole weight in that line: 0.5212
Bare 3p-3d oscillator strength: 3.8940
All-transition line oscillator strength: 2.4333
Model continuum threshold/omega0: 1.15
Model continuum upper edge/omega0: 3.00
Model continuum weight relative to line: 0.30
Model damping/omega0: 0.010
Model continuum threshold: 41.95 eV
Model peak without local fields: 37.68 eV
Model peak with local fields: 49.72 eV
Model peak height without local fields: 3.16771
Model peak height with local fields: 0.21940
Model peak-height ratio, with/without: 0.06926
Loss ratio at the old peak, with/without: 0.00049
Model FWHM without local fields: 0.731 eV
Model FWHM with local fields: 6.829 eV
First moment without local fields: 0.311414 hartree^2
First moment with local fields: 0.311414 hartree^2
First moment from high-frequency limit: 0.311546 hartree^2
Weak-continuum FWHM, measured: 0.4692 eV
Weak-continuum FWHM, predicted: 0.4646 eV
```
